# Light Shift of Alkali Ground States and Its Vanishing Tensor Part

## Five equally spaced levels

A model alkali atom has nuclear spin $I=3/2$, D1 and D2 lines at 375 and 382 THz, and a ground hyperfine splitting of 6 GHz. Circularly polarized light at 365 THz with intensity $10^8\ \mathrm{W/m^2}$ shifts the five sublevels $m_F=-2,\dots,2$ of its $F=2$ ground level by

$$-2.393,\quad -2.203,\quad -2.013,\quad -1.822,\quad -1.632\ \mathrm{MHz}.$$

These values come from numerical diagonalization of the atom–light Hamiltonian, with hyperfine structure in both ground and excited states. Taken before the shifts are rounded, the steps are all 0.190 MHz to three decimals. Yet a level with $F=2$ has room for a shift proportional to $3m_F^2-F(F+1)$, the tensor part, which would make the steps unequal. Each excited hyperfine level that the light can reach from $F=2$, taken alone, does produce such a part. Why is it missing from the total?

The result that answers this is

$$U=\frac{\pi c^2\Gamma I_L}{2\omega_0^3}\left[\frac{2+Pg_Fm_F}{\Delta_2}+\frac{1-Pg_Fm_F}{\Delta_1}\right]. \tag{1}$$

Here $I_L$ is the intensity. $\Delta_1$ and $\Delta_2$ are the light's angular frequency $\omega$ minus that of the transition from the ground level $F$ to the hyperfine centroid of $P_{1/2}$ (D1) and $P_{3/2}$ (D2). Red detuning is negative. $\Gamma$ and $\omega_0$ are the linewidth and angular frequency of one and the same line, here D2. $P$ is the degree of circular polarization along the quantization axis, $+1$ for $\sigma^+$ light.

## The common starting point

Write the field as

$$\mathbf E=\tfrac{E_0}{2}\left(\boldsymbol\epsilon e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t}\right),\qquad |\boldsymbol\epsilon|=1.$$

The interaction is $-\mathbf d\cdot\mathbf E$. Put the ground level at zero energy and an excited state at $\hbar\omega_e$. The first field term drives the excited amplitude $c_e$ through $V=-\tfrac{E_0}{2}\langle e|\mathbf d\cdot\boldsymbol\epsilon|g\rangle$:

$$i\hbar\dot c_e=\hbar\omega_ec_e+Ve^{-i\omega t}c_g .$$

Setting $c_e=e^{-i\omega t}b_e$ removes the time dependence:

$$i\hbar\dot b_e=\hbar(\omega_e-\omega)b_e+Vc_g=-\hbar\Delta\,b_e+Vc_g .$$

The second field term has been dropped; this is the rotating-wave approximation. Second-order perturbation theory gives $|V|^2/[0-(-\hbar\Delta)]=|V|^2/\hbar\Delta$, so red detuning lowers the ground state.

Sublevels of one $F$ are degenerate, so the shift is in general a matrix. If the excited hyperfine splittings are small against the detunings, all levels $F'$ of one line share one denominator. Their projectors add up to the projector $\Pi_{J'}$ on the whole fine-structure level, and

$$U=\frac{E_0^2}{4\hbar}\sum_{J'}\frac{(\mathbf d\cdot\boldsymbol\epsilon)^\dagger\,\Pi_{J'}\,(\mathbf d\cdot\boldsymbol\epsilon)}{\Delta_{J'}}. \tag{2}$$

This matrix may be restricted to one $F$ when the shifts are small against the ground splitting. Perturbation theory also needs detunings large against the linewidth and the Rabi frequency.

The dipole operator acts on the orbit alone. With $\langle p_i|d_j|s\rangle=D\delta_{ij}$ for Cartesian orbitals,

$$\mathbf d\cdot\boldsymbol\epsilon\,|s\rangle=D\sum_j\epsilon_j|p_j\rangle\equiv D|p_\epsilon\rangle . \tag{3}$$

Electron spin and nuclear spin are spectators. The same $D$ is used for both lines, and other excited states are left out. What remains is to find how $|p_\epsilon\rangle$, with a given electron spin, divides between $P_{3/2}$ and $P_{1/2}$.

## First derivation: counting spins

Take the quantization axis along the light beam. The state $|p_{+1}\uparrow\rangle$ has $m_J=3/2$ and belongs to $P_{3/2}$ alone. Lowering it with $J_-=L_-+S_-$ gives

$$\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,|p_0\uparrow\rangle+|p_{+1}\downarrow\rangle .$$

Hence $|p_{+1}\downarrow\rangle$ has weight $1/3$ in $P_{3/2}$, and the remaining $2/3$ in $P_{1/2}$. Likewise $|p_0\uparrow\rangle$ has weights $2/3$ and $1/3$. Reversing all projections gives the other states.

A ground sublevel is a superposition of two terms,

$$|F,m_F\rangle=\alpha|\uparrow,m_I=m_F-\tfrac12\rangle+\beta|\downarrow,m_I=m_F+\tfrac12\rangle .$$

The nuclear states in the two terms are orthogonal, and nothing in (2) touches the nucleus. The two terms therefore contribute to the diagonal shift without interference, with probabilities $p_\uparrow=|\alpha|^2$ and $p_\downarrow=|\beta|^2$.

To find them, consider $K=2\mathbf S\cdot\mathbf I+\tfrac12$, with angular momenta in units of $\hbar$. Since $2\mathbf S\cdot\mathbf I=F(F+1)-I(I+1)-\tfrac34$, it equals $I$ for $F=I+\tfrac12$ and $-(I+1)$ for $F=I-\tfrac12$. So $K$ has eigenvalues $\kappa=\pm(I+\tfrac12)$. In the two-state space of fixed $m_F$ its diagonal elements are

$$\uparrow:\ (m_F-\tfrac12)+\tfrac12=m_F,\qquad \downarrow:\ -(m_F+\tfrac12)+\tfrac12=-m_F .$$

Thus $K=m_F\sigma_z+k\sigma_x$ with a real number $k$, and $\kappa^2=m_F^2+k^2$. An eigenvector of such a matrix has its spin direction along $(k,0,m_F)/\kappa$, so

$$p_\uparrow-p_\downarrow=\langle2S_z\rangle=\frac{m_F}{\kappa}=g_Fm_F,\qquad g_F=\pm\frac1{I+1/2}. \tag{4}$$

For $|m_F|=I+\tfrac12$ only one spin state is present, and (4) gives $\pm1$ as it should. This $g_F$ is the Landé factor for electron spin factor 2 and no nuclear moment, because the magnetic energy is then $\mu_BB\langle2S_z\rangle$.

Let $q=g_Fm_F$, so $p_\uparrow=(1+q)/2$ and $p_\downarrow=(1-q)/2$. For $\sigma^+$ light the strengths in units of $D^2$ are

$$\text{D2: }\ \frac{1+q}{2}+\frac13\,\frac{1-q}{2}=\frac{2+q}{3},\qquad
\text{D1: }\ \frac23\,\frac{1-q}{2}=\frac{1-q}{3}. \tag{5}$$

For $\sigma^-$ light the roles of the spins are exchanged and $q\to-q$. For elliptical light with components $\epsilon_\pm$, the two results are weighted by $|\epsilon_\pm|^2$, which replaces $q$ by $Pq$ with $P=|\epsilon_+|^2-|\epsilon_-|^2$. Cross terms between $p_{+1}$ and $p_{-1}$ vanish: $\Pi_{J'}$ conserves $m_J$, so the electron spin projection would have to change by 2, which a spin one-half cannot do.

Light polarized linearly along the axis reaches $p_0$. The weights are $2/3$ and $1/3$ for either spin, and $m_F$ is conserved. The shift matrix is then a multiple of the unit matrix, which is the same for every choice of axis. Hence $P=0$ for linear light in any direction.

The quadratic term could have come from two places: the $m_F$ dependence of the spin populations, or a coupling of $m_F$ to $m_F\pm2$. The populations are linear in $m_F$, and the coupling is forbidden.

## Second derivation: operators without an axis

From $2\mathbf L\cdot\mathbf S=J'(J'+1)-2-\tfrac34$, the product $\mathbf L\cdot\mathbf S$ equals $\tfrac12$ in $P_{3/2}$ and $-1$ in $P_{1/2}$. The projectors are the linear functions that take the values 1 and 0 there:

$$\Pi_{3/2}=\frac{2+2\mathbf L\cdot\mathbf S}{3},\qquad \Pi_{1/2}=\frac{1-2\mathbf L\cdot\mathbf S}{3}. \tag{6}$$

By (3), equation (2) needs their average over the orbital state $|p_\epsilon\rangle$, with the spin left as an operator. In the Cartesian basis $\langle p_k|L_i|p_j\rangle=-i\varepsilon_{ikj}$, with $\varepsilon_{ikj}$ the antisymmetric symbol. Therefore

$$\mathbf C\equiv\langle p_\epsilon|\mathbf L|p_\epsilon\rangle=-i\,\boldsymbol\epsilon^*\times\boldsymbol\epsilon . \tag{7}$$

For $\boldsymbol\epsilon=-(1,i,0)/\sqrt2$, which is $\sigma^+$, the $z$ component of $\boldsymbol\epsilon^*\times\boldsymbol\epsilon$ is $i$, so $C_z=+1$. For any light travelling along $z$, $\mathbf C=P\hat{\mathbf z}$; for linear light $\mathbf C=0$. Inserting (6) and (7) in (2) gives

$$U=\frac{E_0^2D^2}{12\hbar}\left[\frac{2+2\mathbf C\cdot\mathbf S}{\Delta_2}+\frac{1-2\mathbf C\cdot\mathbf S}{\Delta_1}\right]. \tag{8}$$

This operator contains a constant and a term linear in $\mathbf S$. Nothing else was possible: every operator on a spin one-half is a combination of the unit matrix and the three Pauli matrices $\sigma_i=2S_i$, so there is no place for a tensor of rank 2. The nucleus could supply one, but it has not entered.

To restrict (8) to one $F$, use $K=\boldsymbol\sigma\cdot\mathbf I+\tfrac12$ again. From $\sigma_j\sigma_i+\sigma_i\sigma_j=2\delta_{ij}$,

$$K\sigma_i+\sigma_iK=2I_i+\sigma_i=2F_i .$$

Between states of the same $F$, $K$ is the number $\kappa$ on either side. The left side becomes $2\kappa\sigma_i$, so $2\mathbf S\to\mathbf F/\kappa=g_F\mathbf F$. With $\mathbf C$ along the axis, $2\mathbf C\cdot\mathbf S\to Pg_Fm_F$, and the bracket in (1) follows.

## The prefactor

The golden rule gives the emission rate per solid angle and polarization $\mathbf e$. One mode in volume $\mathcal V$ has squared coupling $(\hbar\omega_0/2\varepsilon_0\mathcal V)|\mathbf e^*\cdot\mathbf d_{fi}|^2$, and the density of modes is $\mathcal V\omega_0^2/(8\pi^3\hbar c^3)$ per energy and solid angle. Multiplying these by $2\pi/\hbar$ gives

$$\frac{d\Gamma}{d\Omega_k}=\frac{\omega_0^3}{8\pi^2\varepsilon_0\hbar c^3}\,|\mathbf e^*\cdot\mathbf d_{fi}|^2 .$$

The sum over both polarizations is $|\mathbf d_{fi}|^2-|\hat{\mathbf k}\cdot\mathbf d_{fi}|^2$, whose integral over directions is $(4\pi-\tfrac{4\pi}3)|\mathbf d_{fi}|^2=\tfrac{8\pi}{3}|\mathbf d_{fi}|^2$.

An excited state can be written $\sum_j|p_j\rangle|\chi_j\rangle$, with spin states obeying $\sum_j\langle\chi_j|\chi_j\rangle=1$. Emission leaves the spins in $D|\chi_j\rangle$, so the sum over final states is $D^2$ for either line:

$$\Gamma=\frac{\omega_0^3D^2}{3\pi\varepsilon_0\hbar c^3}. \tag{9}$$

The two linewidths therefore differ by the cube of the frequency. A D2 width of 6.0 MHz implies a D1 width of $6.0\,(375/382)^3=5.68$ MHz. With $I_L=\varepsilon_0cE_0^2/2$,

$$\frac{E_0^2D^2}{12\hbar}=\frac1{12\hbar}\,\frac{2I_L}{\varepsilon_0c}\,\frac{3\pi\varepsilon_0\hbar c^3\Gamma}{\omega_0^3}=\frac{\pi c^2\Gamma I_L}{2\omega_0^3},$$

which completes (1).

## Reading the numbers

The D2 width gives $D=3.00\,ea_0$ and a Rabi frequency $DE_0/h=10.533$ GHz. In frequency units the prefactor is $(10.533)^2/12=9.245\ \mathrm{GHz^2}$. The $F=2$ level lies 2.25 GHz above the ground centroid, so its detunings are $-9997.75$ GHz (D1) and $-16997.75$ GHz (D2). The scalar parts are

$$\frac{2(9.245)}{-16997.75}\ \mathrm{GHz}=-1.088\ \mathrm{MHz},\qquad \frac{9.245}{-9997.75}\ \mathrm{GHz}=-0.925\ \mathrm{MHz}.$$

Linear light thus shifts all of $F=2$ by $-2.01$ MHz, or $-97\ \mu$K in temperature units. The vector part per unit of $Pg_Fm_F$ is $-0.544+0.925=+0.381$ MHz. With $g_F=\tfrac12$ this makes the steps of 0.190 MHz.

In $\sigma^+$ light, $m_F=2$ has spin up and sees D2 alone, the more distant line, so it is shifted least. The $F=1$ level has $g_F=-\tfrac12$ and the reverse order: $-1.821$, $-2.012$ and $-2.202$ MHz for $m_F=-1,0,1$.

Diagonalization and formula (1) differ by at most $2.4\times10^{-5}$ of the shift over the circular, elliptical and linear polarizations computed. That figure measures the hyperfine and higher-order terms, not the rotating-wave approximation, which both share. The dropped field term has $\boldsymbol\epsilon^*$ in place of $\boldsymbol\epsilon$ and $-(\omega_{J'}+\omega)$ in place of $\Delta_{J'}$, so it reverses the sign of $P$. Adding it to the diagonalization increases the linear-light shift by 1.85 percent. Within this model, the dropped term is what limits the accuracy of (1). In a real atom the excited states left out would add an error that is not estimated here.

## Where the tensor part went

The cancellation can be followed level by level for light polarized along the axis. Continuing the lowering procedure, the $P_{1/2}$ part of $|p_0\uparrow\rangle$ has amplitude $-1/\sqrt3$ and that of $|p_0\downarrow\rangle$ has $+1/\sqrt3$. On D1 the light thus acts as $-\sigma_z/\sqrt3$, followed by renaming the electron spin as $J'=\tfrac12$. Since $J'$ couples to the nucleus just as $S$ does, (4) gives for $F=2$

$$S_{F'=2}=\frac13\left(\frac{m_F}{2}\right)^2=\frac{m_F^2}{12},\qquad S_{F'=1}=\frac13-\frac{m_F^2}{12}. \tag{10}$$

Written as $a+b\,[3m_F^2-6]$, these have $b=+1/36$ and $b=-1/36$. Each is strongly quadratic; their sum is not. For D2, projecting numerically on each $F'$ gives $b=-0.00556$, $+0.02778$ and $-0.02222$ for $F'=1,2,3$, which again add to zero. The cancellation occurs within each line and needs no balance between D1 and D2.

It does need equal denominators. Let the $P_{1/2}$ hyperfine energy be $A_1\mathbf J'\cdot\mathbf I$ with $A_1=0.40$ GHz, which puts $F'=2$ at $+0.30$ GHz and $F'=1$ at $-0.50$ GHz. By (10), $m_F=0$ couples to $F'=1$ alone and $m_F=\pm2$ to $F'=2$ alone. Their shifts from D1 differ by the fraction $0.80\ \mathrm{GHz}/|\Delta|$, where $\Delta$ is now an ordinary frequency. That is 4 percent at 20 GHz and 0.4 percent at 200 GHz.

For D2, with $A_2=0.08$ GHz, the levels $F'=1,2,3$ lie at $-2.75A_2$, $-0.75A_2$ and $2.25A_2$. Expanding $1/(\Delta-E_{F'})$ to first order, the tensor coefficient is $\sum bE_{F'}/\Delta^2=-0.0556A_2/\Delta^2$. Between $m_F=0$ and $\pm2$ the bracket $3m_F^2-6$ changes by 12, so the shift changes in size by $0.667A_2/\Delta^2$. Relative to the mean $0.667/|\Delta|$ this is $A_2/|\Delta|$, or 0.4 percent at 20 GHz. The tensor part left by the excited hyperfine structure thus falls as $1/\Delta^2$, one power faster than the scalar part. Its coefficient is that of the model, which keeps only magnetic hyperfine terms within each $J'$. A quadrupole constant of $0.15A_2$ in $P_{3/2}$ would raise the D2 figure from 0.40 to 0.43 percent. The hyperfine coupling between $P_{1/2}$ and $P_{3/2}$ of a single $p$ electron would lower the coefficient for both lines together by about 8 percent at 10 THz below D1. In circular light there is a second small source: the vector term mixes the two ground levels and gives an $m_F^2$ shift quadratic in the intensity. In the opening example it supplies about 40 percent of the residual tensor coefficient of $-5\times10^{-6}$ MHz.

## Two limits

Let $\delta=\Delta_1-\Delta_2>0$ be the fine-structure splitting. The vector part of (1) is proportional to

$$\frac1{\Delta_2}-\frac1{\Delta_1}=\frac{\delta}{\Delta_1\Delta_2}.$$

When the detuning is much larger than $\delta$, yet still small against $\omega$ so that the rotating-wave approximation holds, the scalar bracket tends to $3/\Delta$ and the vector part is smaller by a factor of order $\delta/\Delta$. The light acts on the orbit, and it senses the spin through spin–orbit coupling.

Between the lines $\Delta_1>0>\Delta_2$, and the vector part changes sign. The scalar part vanishes when $\Delta_2=-2\Delta_1$, that is at $\Delta_1=\delta/3$, one third of the way from D1 to D2. There (1) leaves a shift proportional to $m_F$, like that of a magnetic field along the beam. The small terms omitted from (1) then set the remaining scalar shift.

## What each derivation assumes

Both derivations rest on (2) and (3): the rotating-wave approximation, weak excitation, unresolved excited hyperfine structure, and a dipole operator that leaves the spins alone. If the two lines had different dipole elements, each term would carry its own $D^2$. The numerators, and the cancellation within each line, would remain.

The first derivation also assumes a quantization axis along the beam, or along a linear polarization. It needs explicit states, and the absence of off-diagonal elements must be argued separately. In return it shows the mechanism: $\sigma^+$ light finds a spin-up electron coupled to D2 alone and a spin-down electron coupled mostly to D1.

The second assumes no axis. Equation (8) holds for any polarization, and, when the ground splitting is small against the detunings so that both ground levels share the same denominators, it also contains the coupling between those two levels, through $\mathbf C\cdot\mathbf S$. Restriction to one $F$ is a further approximation, good here because vector shifts below 1 MHz compete with a splitting of 6 GHz.

Spin one-half enters both arguments, once as the inability to change a projection by 2 and once as the algebra of Pauli matrices. That property of the electron, with a nucleus that stays out of the optical process, removes the tensor part even when $F$ is large enough to allow it.
